# Inverse-square-root emptying of a clean fermion chain with weak end loss, part 1

(Sections cited here and not found follow in the second part.)

## First half: from one site to the power law

### What goes wrong with a simple extrapolation

Take a chain of 60 lattice sites, each holding one fermion, and let particles escape from the first site at a rate of 200 per second. If the initial loss is taken to continue unchanged, the chain is empty after $60/200=0.3$ s. If one instead assumes an exponential with the same initial slope, then after 1.5 s there remain

$$
60\,\exp\left(-\frac{200\times 1.5}{60}\right)=60\,e^{-5}\approx 0.4
$$

particles. The model treated below, with the hopping used in the example of the second half, gives 10.3. The first estimate ignores that the occupation of the end site falls, and the second assumes a single lifetime. The chain has a broad set of lifetimes, and the particles that remain are those which hardly touch the lossy site.

The goal is the law that replaces the exponential, together with its prefactor and the times between which it holds.

### The simplest case: one site, then two

For a single site the occupation obeys $dN/dt=-\gamma N$, so $N=e^{-\gamma t}$. This defines the loss rate $\gamma$.

Now add a second site without loss, connected by a hopping amplitude $J>0$. The amplitude of a particle on the lossy site must decay at $\gamma/2$, because its square decays at $\gamma$. The amplitudes therefore evolve with the non-Hermitian matrix

$$
K=\begin{pmatrix}-i\hbar\gamma/2 & -J\\ -J & 0\end{pmatrix}.
$$

Its characteristic equation is $E^2+(i\hbar\gamma/2)E-J^2=0$, with the roots

$$
E_\pm=-\frac{i\hbar\gamma}{4}\pm\sqrt{J^2-\left(\frac{\hbar\gamma}{4}\right)^2}.
$$

A probability contains the squared modulus of $e^{-iEt/\hbar}$ and so decays at the rate $-2\,\mathrm{Im}E/\hbar$. For $\hbar\gamma<4J$ both rates are $\gamma/2$: each standing wave has half its weight on the lossy site.

For $\hbar\gamma\gg 4J$ the square root is imaginary. Expanding it, the slower root is $E\approx-2iJ^2/(\hbar\gamma)$, and its rate is $4J^2/(\hbar^2\gamma)$. This decreases as $\gamma$ grows. The two-site case thus shows both ingredients of the long chain: weak loss is shared according to weight on the lossy site, and strong loss obstructs the access to that site.

### The chain of L sites

Let $c_j$ remove a spinless fermion from site $j$, and let

$$
H=\sum_{ab}h_{ab}c_a^\dagger c_b,\qquad h_{j,j+1}=h_{j+1,j}=-J,
$$

with all other elements zero. The chain has open ends, no disorder and no interaction. The escaping particles never return, and the loss has no memory, so the density matrix $\rho$ obeys the Lindblad equation

$$
\frac{d\rho}{dt}=-\frac{i}{\hbar}[H,\rho]+\gamma\left(c_1\rho c_1^\dagger-\frac12\{c_1^\dagger c_1,\rho\}\right).
$$

The particle number follows from $G_{ij}=\langle c_j^\dagger c_i\rangle$. Set $A=c_j^\dagger c_i$ and move the evolution from $\rho$ to $A$ by cyclic permutation under the trace:

$$
\frac{d\langle A\rangle}{dt}=\frac{i}{\hbar}\langle[H,A]\rangle+\gamma\left\langle c_1^\dagger Ac_1-\frac12\{c_1^\dagger c_1,A\}\right\rangle.
$$

For the first term, the anticommutation rules give

$$
[c_a^\dagger c_b,c_j^\dagger c_i]=\delta_{bj}c_a^\dagger c_i-\delta_{ai}c_j^\dagger c_b .
$$

Multiplying by $h_{ab}$, summing and averaging gives $(Gh-hG)_{ij}$. For the second term, regroup

$$
c_1^\dagger Ac_1-\frac12\{c_1^\dagger c_1,A\}
=\frac12c_1^\dagger[A,c_1]+\frac12[c_1^\dagger,A]c_1 .
$$

Here $[A,c_1]=-\delta_{j1}c_i$ and $[c_1^\dagger,A]=-\delta_{i1}c_j^\dagger$. The average is therefore $-\frac12(\delta_{j1}G_{i1}+\delta_{i1}G_{1j})$. With $P_1$ the projector on site 1,

$$
\frac{dG}{dt}=-\frac{i}{\hbar}[h,G]-\frac{\gamma}{2}(P_1G+GP_1). \tag{1}
$$

The equation is closed: no four-operator averages enter. Define

$$
K=h-\frac{i\hbar\gamma}{2}P_1,\qquad U(t)=e^{-iKt/\hbar}.
$$

Since $K^\dagger=h+i\hbar\gamma P_1/2$, the expression $-(i/\hbar)(KG-GK^\dagger)$ is the right side of (1). A full chain has $G(0)=1$, hence

$$
G(t)=UU^\dagger,\qquad N(t)=\mathrm{Tr}\,UU^\dagger. \tag{2}
$$

The trace of (1) gives

$$
\frac{dN}{dt}=-\gamma n_1,\qquad n_1=G_{11}. \tag{3}
$$

A test of (2) used the Lindblad equation in the full many-body space of four sites. With $\hbar\gamma/J=0.7$ and $t=2.3\,\hbar/J$, both routes give $N=2.926879$.

### Standing waves and their lifetimes

Without loss, a wave $\sin(kj)$ satisfies $h\phi=E\phi$ with $E=-2J\cos k$. It vanishes at $j=0$ automatically. The other wall requires it to vanish at $j=L+1$. With $M=L+1$ this gives

$$
k_n=\frac{n\pi}{M},\qquad n=1,\ldots,L.
$$

For the normalization, write $\sin^2(kj)=\frac12[1-\cos(2kj)]$ and sum from $j=0$ to $L$. The cosine is the real part of a geometric series with ratio $e^{2ik}\neq1$ and $e^{2ikM}=1$, so it sums to zero. The norm squared is $M/2$, and

$$
\phi_k(j)=\sqrt{\frac{2}{M}}\sin(kj),\qquad
\phi_k(1)^2=\frac{2}{M}\sin^2k.
$$

To first order in the loss, the energy acquires the imaginary part $-(\hbar\gamma/2)\phi_k(1)^2$. The occupation decays twice as fast as the amplitude:

$$
\Gamma_k=\gamma\phi_k(1)^2=\frac{2\gamma}{M}\sin^2k. \tag{4}
$$

The formula can be checked on the short chains. For $L=1$, $k=\pi/2$ and $\Gamma=\gamma$. For $L=2$, $k=\pi/3$ and $2\pi/3$, where $\sin^2k=3/4$; both rates are $(2\gamma/3)(3/4)=\gamma/2$. For any $L$, $\sum_k\sin^2k=M/2$ by the same geometric series, now summed over $n$. Thus $\sum_k\Gamma_k=\gamma$, which is the initial loss rate of a full chain.

The long-lived waves lie near $k=0$ and $k=\pi$. A long wave must vanish at the wall, and one site away it has risen by an amount proportional to $k$. Its probability there is proportional to $k^2$. Near $k=\pi$ the sign alternates from site to site, but the probability behaves in the same way.

Every standing wave is initially filled once. If coherences between different waves are neglected,

$$
N(t)=\sum_{n=1}^{L}e^{-2\tau\sin^2k_n},\qquad
\tau=\frac{\gamma t}{M}. \tag{5}
$$

This neglect is provisional here. The second half bounds it, because closely spaced levels in a long chain could spoil a naive perturbation argument.

### Summing the lifetimes

Use $2\sin^2k=1-\cos2k$ and expand the exponential in a Fourier series:

$$
e^{\tau\cos\theta}=I_0(\tau)+2\sum_{m=1}^{\infty}I_m(\tau)\cos(m\theta),
$$

$$
I_m(\tau)=\frac{1}{\pi}\int_0^\pi e^{\tau\cos\theta}\cos(m\theta)\,d\theta .
$$

These coefficients are the modified Bessel functions. Put $\theta=2\pi n/M$ and sum over $n=0,\ldots,L$. The sum of $\cos(2\pi nm/M)$ is $M$ if $m$ is a multiple of $M$ and zero otherwise. The term $n=0$ is not a standing wave. It contributes $e^0=1$ and must be removed:

$$
N=Me^{-\tau}\left[I_0(\tau)+2\sum_{p=1}^{\infty}I_{pM}(\tau)\right]-1. \tag{6}
$$

The size of the terms with $p\geq1$ determines how long the discrete levels look continuous. Write $I_m$ as an integral of $e^{\tau\cos\theta+im\theta}/(2\pi)$ over a full period and shift $\theta$ to $\theta+ia$, with $a>0$. Periodicity cancels the side contributions. The modulus of the integrand becomes $e^{-ma+\tau\cosh a\cos\theta}$, and since $\cos\theta\leq1$,

$$
\frac{I_m(\tau)}{I_0(\tau)}\leq\exp\left[-ma+\tau(\cosh a-1)\right].
$$

For $m\leq\tau$ choose $a=m/\tau\leq1$, where $\cosh a-1<0.55a^2$. The ratio is then below $\exp(-0.45m^2/\tau)$. For $m>\tau$ choose $a=1$, which gives a value below $\exp(-0.45m)$. With $m=pM$, the extra terms are negligible for a long chain as long as $\tau\ll M^2$.

It remains to expand $I_0$. Its integral is an average over $k$, and one full period can be taken as $-\pi/2<k<\pi/2$. Substitute $u=\sin k$, so that $dk=du/\sqrt{1-u^2}$:

$$
e^{-\tau}I_0(\tau)=\frac1\pi\int_{-1}^{1}
\frac{e^{-2\tau u^2}}{\sqrt{1-u^2}}\,du .
$$

For large $\tau$ the Gaussian confines $u$ to values near zero. Expand the inverse root as $1+u^2/2+\cdots$ and extend the limits to infinity, which costs an exponentially small amount. The Gaussian integral is $\sqrt{\pi/(2\tau)}$ and its mean of $u^2$ is $1/(4\tau)$. Therefore

$$
e^{-\tau}I_0(\tau)=\frac{1}{\sqrt{2\pi\tau}}\left(1+\frac{1}{8\tau}+\cdots\right).
$$

Insert this in (6) and restore $\tau=\gamma t/M$:

$$
N(t)=\frac{M^{3/2}}{\sqrt{2\pi\gamma t}}
\left[1+\frac{1}{8\tau}-\frac{\sqrt{2\pi\tau}}{M}+\cdots\right]. \tag{7}
$$

This is the inverse-square-root law. It requires $1\ll\tau\ll M^2$, or

$$
M\ll\gamma t\ll M^3.
$$

In units of $1/\gamma$, the two ends of the window thus scale as $M$ and $M^3$.

### The two limits outside the window

At early times, expand (5) to first order in $\tau$. Since $\sum\sin^2k=M/2$, one finds $N=L-\tau M=L-\gamma t$. Every standing wave still contributes, and the full chain feeds the loss steadily. This is the limit of very small $\hbar\gamma/J$. At finite loss the end site is refilled only at a finite speed and stays partly depleted: for $L=400$ and $\hbar\gamma/J=0.1$ its occupation soon settles near 0.92, so the early loss rate is about 8% below $\gamma$.

At late times the two slowest waves, $n=1$ and $n=L$, remain. They have equal rates:

$$
N\simeq2e^{-\Gamma_1t},\qquad
\Gamma_1=\frac{2\gamma}{M}\sin^2\frac{\pi}{M}\simeq\frac{2\pi^2\gamma}{M^3}. \tag{8}
$$

The slowest lifetime is therefore about $M^3/(2\pi^2\gamma)$. At that time the leading power law is already too large by a factor of about 2.3, so the window closes well before it. The factor $2\pi^2\approx20$ matters in a short chain.

The corrections in (7) also show how to approach the law. If $\tau$ grows as $M^{2/3}$, both $1/\tau$ and $\sqrt\tau/M$ fall as $M^{-2/3}$. For $\tau=M^{2/3}/4$ and $\hbar\gamma/J=0.1$, propagation with $K$ gives

| $L$ | $\tau$ | $N$ | relative deviation from law | predicted by (7) |
|---|---|---|---|---|
| 100 | 5.42 | 16.78 | −0.030 | −0.035 |
| 200 | 8.58 | 26.84 | −0.020 | −0.022 |
| 400 | 13.59 | 42.86 | −0.012 | −0.014 |

The tests require agreement within 0.005 in the deviation and a decrease of its size along the table. Both hold.

### Who survives, and what the end site sees

For large $\tau$ the surviving weight is Gaussian in $u=\sin k$, with standard deviation $1/(2\sqrt\tau)$. The interval $\sin^2k<1/\tau$ covers two standard deviations on each side. At $L=400$ and $\tau=13.59$, it contains 17.5% of the standing waves but 95.4% of the survivors. The two band edges contribute equally.

Equation (3) gives the density on the lossy site. Since $dt=M\,d\tau/\gamma$,

$$
n_1=-\frac1M\frac{dN}{d\tau}
\simeq\frac{1}{2\sqrt{2\pi}\,\tau^{3/2}}. \tag{9}
$$

At fixed $\tau$ it does not depend on $L$. For $L=400$, $\hbar\gamma/J=0.1$ and $\tau=100$, the propagated value is 1.0055 times (9), inside the tested margin of 3%.

The local exponent is $-d\ln N/d\ln t=\gamma t\,n_1/N$. Differentiating the logarithm of (7), with the corrections kept to first order, gives

$$
-\frac{d\ln N}{d\ln t}\simeq\frac12+\frac{1}{8\tau}+\frac{\sqrt{2\pi\tau}}{2M}. \tag{10}
$$

Both corrections are positive, so at this order a finite chain shows an exponent somewhat above one half. For $L=400$ and $\tau=10$, (10) gives 0.522; propagation gives 0.524.

## Second half: coherences, stronger loss and an atomic chain

### Results carried over

The chain has $L$ sites, $M=L+1$, hopping $J$ and loss rate $\gamma$ on site 1. The matrix $K=h-i\hbar\gamma P_1/2$ generates $U=e^{-iKt/\hbar}$, and a full chain has $N=\mathrm{Tr}\,UU^\dagger$. Weak loss gives standing waves $k_n=n\pi/M$ with rates $\Gamma_k=(2\gamma/M)\sin^2k$. With $\tau=\gamma t/M$, their sum gives $N\simeq M/\sqrt{2\pi\tau}$ for $1\ll\tau\ll M^2$. Two matters are open: the neglected coherences, and the meaning of “weak” when levels become dense. The relevant parameter will be

$$
g=\frac{\hbar\gamma}{2J}.
$$

### Coherences between standing waves

The matrix $K$ is symmetric but not Hermitian. Let $KR_n=E_nR_n$. Evaluating $R_m^TKR_n$ to the right and to the left gives $(E_n-E_m)R_m^TR_n=0$, so vectors with different eigenvalues are orthogonal under the transpose. Where no eigenvectors merge, one may set $R_n^TR_n=1$ and write

$$
U=\sum_mR_mR_m^Te^{-iE_mt/\hbar}.
$$

Form $\mathrm{Tr}\,UU^\dagger$. Each pair contributes the product $(R_n^\dagger R_m)(R_m^TR_n^*)$. The second factor is the transpose of the first, and both are scalars. With $O_{mn}=R_n^\dagger R_m$,

$$
N=\sum_{mn}O_{mn}^2e^{-i(E_m-E_n^*)t/\hbar}. \tag{11}
$$

The overlaps follow from the loss itself. Since $R_n^\dagger KR_m=E_mO_{mn}$ and $R_n^\dagger K^\dagger R_m=E_n^*O_{mn}$, subtraction gives

$$
O_{mn}=\frac{-i\hbar\gamma\,R_n(1)^*R_m(1)}{E_m-E_n^*}. \tag{12}
$$

A test with 40 sites, $\hbar\gamma/J=0.6$ and $t=90\,\hbar/J$ rebuilt $N$ from (11) and (12), using eigenvalues and end amplitudes. It gave 15.873185, the same as direct propagation.

Now take $m\neq n$ and weak loss. To leading order, $|R_n(1)|=\sqrt{2/M}\,s_n$ with $s_n=\sin k_n$, and the energies are those of the closed chain. With $\hbar\gamma=2Jg$,

$$
|O_{mn}|^2\simeq\frac{4g^2s_m^2s_n^2}{M^2(\cos k_m-\cos k_n)^2}.
$$

Let $p=(k_m+k_n)/2$ and $d=(k_m-k_n)/2$. Then $|\cos k_m-\cos k_n|=2\sin p\,|\sin d|$, and $s_ms_n=\sin^2p-\sin^2d\leq\sin^2p$. One factor $s_ms_n$ thus cancels $\sin^2p$ as an upper bound. Since $|d|<\pi/2$, also $|\sin d|\geq2|d|/\pi=|m-n|/M$. Hence

$$
|O_{mn}|^2\leq\frac{g^2s_ms_n}{(m-n)^2}. \tag{13}
$$

The length has dropped out. Away from the band edges, levels approach each other as $1/M$, but the coupling through one site also falls as $1/M$. Near the edges the factor $s_ms_n$ makes the bound smaller still.

In (11) the pair carries the damping $w_mw_n$, where $w_n=e^{-\Gamma_nt/2}$. Use $s_mw_ms_nw_n\leq\frac12(s_m^2w_m^2+s_n^2w_n^2)$ and $2\sum_{q\geq1}q^{-2}=\pi^2/3$. At this order in $g$, the sum of all off-diagonal terms is at most

$$
\frac{\pi^2}{3}g^2\sum_ns_n^2e^{-\Gamma_nt}. \tag{14}
$$

Relative to $N$ this is $(\pi^2/3)g^2$ times the mean of $\sin^2k$ among the survivors. In the power-law window that mean is about $1/(4\tau)$. The coherences therefore become less important as the chain empties.

For weak loss, this part has derived the inverse-square-root law with its prefactor and time window, and has bounded the coherences between standing waves at leading order in $g$. What remains is to find the decay rates beyond first order, to treat stronger loss, and to apply the results to a chain of atoms.

All numerical values are calculated from the stated model.
